# Why a frozen zero-bias transmission cannot predict rectification

**Result.** A transmission function calculated at zero bias does not determine whether a two-contact junction rectifies. Integrated over a window placed symmetrically about the equilibrium Fermi energy, it gives equal and opposite currents at opposite voltages, whatever its shape. Integrated over a window tied to one contact, it can give unequal currents, but the asymmetry then comes from an assumption about where the voltage drops.

In the example below, one and the same transmission gives the ratio

\[
R=\frac{|I(-V)|}{|I(+V)|}=1,\quad 98.3\quad\text{or}\quad 0.0102
\]

at 1 V, depending on the placement of the window. What decides between these values is how the resonance moves with bias. A single resonance off the Fermi energy, pinned to one contact, does rectify.

## The model

Let \(e>0\) and \(u=eV=\mu_L-\mu_R\). Energies are measured from the equilibrium Fermi energy, and

\[
\mu_L=\frac u2,\qquad \mu_R=-\frac u2,\qquad \varepsilon(V)=\varepsilon_0+\eta u .
\]

Here \(\varepsilon\) is the level energy. For \(\eta=\tfrac12\) the difference \(\varepsilon-\mu_L=\varepsilon_0\) is constant: the level is pinned to L. For \(\eta=-\tfrac12\) it is pinned to R, and for \(\eta=0\) it stays midway. Positive \(I\) means electron flow from L to R.

Electrons are taken as coherent and non-interacting in the given potential, with both contacts at temperature \(T_{\rm K}\). In a lead, the states in \(dk\) have density \(dk/2\pi\) per unit length and velocity \(dE/(\hbar\,dk)\), so they carry a flux \(dE/h\). A fraction \(T(E,V)\) is transmitted, and each scattering state is filled according to the lead it comes from. Per spin,

\[
I(V)=\frac eh\int T(E,V)\,[f_L(E)-f_R(E)]\,dE,\qquad
f_j=\frac1{1+e^{(E-\mu_j)/k_BT_{\rm K}}} .
\]

**Transmission of the level.** Let each lead be a chain of sites \(n=1,2,\dots\) counted outward, with hopping \(-t\), joined to the level by \(-\tau_j\). Measured from the band centre of that lead, \(E=-2t\cos k\). If the level has amplitude \(c\), it sends out a wave \(Ae^{ikn}\). The equation at site 1 is \(E\psi_1=-t\psi_2-\tau c\), whereas the wave satisfies \(E\psi_1=-t\psi_2-tA\). Hence \(A=\tau c/t\).

For unit incidence from L,

\[
\psi_n^L=e^{-ik_Ln}-e^{ik_Ln}+\frac{\tau_Lc}{t}e^{ik_Ln},\qquad
\psi_n^R=\frac{\tau_Rc}{t}e^{ik_Rn}.
\]

Inserting \(\psi_1^L\) and \(\psi_1^R\) in the level equation \((E-\varepsilon)c=-\tau_L\psi^L_1-\tau_R\psi^R_1\) gives

\[
(E-\varepsilon-\Sigma_L-\Sigma_R)\,c=2i\tau_L\sin k_L,\qquad
\Sigma_j=-\frac{\tau_j^2}{t}e^{ik_j}.
\]

Define \(G=(E-\varepsilon-\Sigma_L-\Sigma_R)^{-1}\) and \(\Gamma_j=-2\,{\rm Im}\,\Sigma_j=2\tau_j^2\sin k_j/t\). The velocity is proportional to \(\sin k\), so the ratio of transmitted to incident flux is

\[
T=\frac{\sin k_R}{\sin k_L}\,\frac{\tau_R^2}{t^2}\,|c|^2
=\frac{4\tau_L^2\tau_R^2\sin k_L\sin k_R}{t^2}|G|^2
=\Gamma_L\Gamma_R|G|^2 .
\]

In the wide-band limit, \(t\to\infty\) at fixed \(\tau_j^2/t\), all relevant energies lie near the band centres. Then \(\sin k_j\to1\), \({\rm Re}\,\Sigma_j\to0\), and the couplings no longer depend on energy or bias. With \(\Gamma=\Gamma_L+\Gamma_R\),

\[
T(E,V)=\frac{\Gamma_L\Gamma_R}{(E-\varepsilon_0-\eta u)^2+\Gamma^2/4}. \tag{1}
\]

The frozen transmission is \(T_0(E)=T(E,0)\).

## The counter-example

Consider a conjugated molecule lying on a metal surface (L) under the ferromagnetic tip of a scanning tunnelling microscope (R) at 300 K, where \(k_BT_{\rm K}=25.85\) meV. The parameters are rough: \(\varepsilon_0=0.45\) eV, \(\Gamma_L=40\) meV, and a spin-averaged \(\Gamma_R=0.010\) meV. The tip has polarization 0.4, so its two spin couplings are \(0.010(1\pm0.4)\) meV. Without spin flips the two spin currents add.

The molecule is close to the surface, and most of the voltage drops in the gap below the tip. The ideal description is therefore \(\eta=\tfrac12\). The reason is the potential profile, not the inequality \(\Gamma_L\gg\Gamma_R\).

**Closed current.** Write \(\gamma=\Gamma/2\). Equation (1) is \(2\pi\Gamma_L\Gamma_R/\Gamma\) times the normalized Lorentzian \((\gamma/\pi)/[(E-\varepsilon)^2+\gamma^2]\), so we need the Lorentzian average \(N(\mu)\) of a Fermi function. Its pole expansion is

\[
f=\frac12-2k_BT_{\rm K}\sum_{n=0}^\infty\frac{E-\mu}{(E-\mu)^2+\omega_n^2},\qquad
\omega_n=(2n+1)\pi k_BT_{\rm K}.
\]

Each fraction is the real part of \(1/(E-\mu+i\omega_n)\), which is analytic in the upper half-plane. Closing the contour there replaces \(E\) by \(\varepsilon+i\gamma\), and therefore

\[
N(\mu)=\frac12-2k_BT_{\rm K}\sum_n
\frac{\varepsilon-\mu}{(\varepsilon-\mu)^2+(\omega_n+\gamma)^2}.
\]

Set \(a=\tfrac12+\gamma/(2\pi k_BT_{\rm K})\) and \(b=(\mu-\varepsilon)/(2\pi k_BT_{\rm K})\). Then \(\omega_n+\gamma=2\pi k_BT_{\rm K}(n+a)\), and

\[
N(\mu)=\frac12+\frac1\pi\sum_n\frac{b}{(n+a)^2+b^2}
=\frac12+\frac1\pi{\rm Im}\,\psi(a+ib).
\]

The last step uses the digamma series \(\psi(z)=-\gamma_E+\sum_n[1/(n+1)-1/(n+z)]\), where \(\gamma_E\) is Euler's constant. Subtracting the two contacts gives, per spin,

\[
I=\frac eh\frac{2\Gamma_L\Gamma_R}{\Gamma}
\left[{\rm Im}\,\psi(z_L)-{\rm Im}\,\psi(z_R)\right],\quad
z_j=\frac12+\frac{\Gamma/2+i(\mu_j-\varepsilon)}{2\pi k_BT_{\rm K}}. \tag{2}
\]

At low temperature \(|z_j|\) is large and \(\psi(z)\to\ln z\). Each imaginary part becomes \(\arctan[2(\mu_j-\varepsilon)/\Gamma]\).

**The two polarities at 1 V.** The arctangent form already shows the effect. At \(V=+1\) V the pinned level is at 0.95 eV, above both \(\mu_L=0.5\) eV and \(\mu_R=-0.5\) eV. The bracket is

\[
\arctan(-22.5)-\arctan(-72.5)\approx\frac1{22.5}-\frac1{72.5}=0.0307 .
\]

At \(V=-1\) V the level is at \(-0.05\) eV, between \(\mu_L=-0.5\) eV and \(\mu_R=0.5\) eV:

\[
\arctan(-22.5)-\arctan(27.5)\approx
-\left(\pi-\frac1{22.5}-\frac1{27.5}\right)=-3.06 .
\]

The prefactor is common, so \(R\approx3.06/0.0307\approx100\). Equation (2) at 300 K gives 48.2 pA and \(-4740\) pA, hence \(R=98.3\). In the conducting polarity electrons enter the empty level from the tip and leave into the surface. In the other polarity they cross only through the tail of the resonance.

**The frozen calculation.** Keep \(T_0\), with its peak at 0.45 eV, and integrate over the symmetric window. The current has magnitude 3782 pA at both polarities: it misses the asymmetry and agrees with neither true current of the pinned model.

| \(\lvert V\rvert\) (V) | frozen \(\lvert I\rvert\) (pA) | pinned \(I(+V)\) (pA) | pinned \(I(-V)\) (pA) | pinned \(R\) |
|---|---|---|---|---|
| 0.2 | 33.4 | 21.7 | −59.6 | 2.75 |
| 0.6 | 202 | 40.0 | −4554 | 114 |
| 1.0 | 3782 | 48.2 | −4740 | 98.3 |
| 1.2 | 4594 | 50.8 | −4756 | 93.6 |

The onset is also misplaced. The symmetric frozen window reaches the level when \(|u|/2=\varepsilon_0\), at 0.9 V. The pinned level is reached at 0.45 V, in one polarity.

**The hidden assumption.** Now keep \(T_0\) but hold \(\mu_L=0\) and put \(\mu_R=-u\). The result is \(R=98.3\). Holding \(\mu_R=0\) with \(\mu_L=u\) gives \(R=0.0102\), the inverse. Since \(T_0\) is identical in all three calculations, no rule that takes \(T_0\) alone can select the right answer.

## The correct general statement

**Frozen transmission.** Reversing \(V\) in the symmetric window exchanges \(f_L\) and \(f_R\). With \(T_0\) fixed, the integrand changes sign at every energy, so \(I(-V)=-I(V)\) for any \(T_0\).

Let the window be displaced, with \(\mu_L=(\tfrac12+a)u\) and \(\mu_R=(a-\tfrac12)u\), and let \(w(E)\) denote \(f_L-f_R\) in the symmetric window. Substituting \(E=E'+au\),

\[
\int T_0(E)\,w(E-au)\,dE=\int T_0(E'+au)\,w(E')\,dE'. \tag{3}
\]

The right side is a symmetric window with the whole transmission shifted by \(-au\), which means \(\eta=-a\). Grounding L is \(a=-\tfrac12\), so \(\eta=+\tfrac12\): freezing \(T_0\) in the frame of a contact is the same as pinning the resonance to that contact. Such a calculation is legitimate when the device has that potential profile; the profile is then an input.

**Theorem.** For the single level (1), with bias-independent couplings and \(u\ne0\),

\[
|I(V)|=|I(-V)|\quad\Longleftrightarrow\quad \varepsilon_0\eta=0 .
\]

For \(u>0\), the negative polarity carries the larger current if \(\varepsilon_0\eta>0\), and the positive polarity if \(\varepsilon_0\eta<0\).

**Proof.** Take \(u>0\). Writing each Fermi function as \(\tfrac12[1-\tanh(\cdot)]\) and combining the two hyperbolic tangents gives

\[
w(E)=\frac{\sinh(u/2k_BT_{\rm K})}{\cosh(E/k_BT_{\rm K})+\cosh(u/2k_BT_{\rm K})}.
\]

This is even and strictly decreasing for \(E>0\). Let \(L(x)=\Gamma_L\Gamma_R/(x^2+\Gamma^2/4)\), and let \(c\) be the position of the level relative to the window centre. The magnitude of the current is \(e/h\) times

\[
F(c)=\int L(E-c)\,w(E)\,dE=\int L(y)\,w(y+c)\,dy .
\]

Differentiate the second form and return to \(E=y+c\). Because \(w'\) is odd and \(L\) is even, the two half-lines combine:

\[
F'(c)=\int_0^\infty w'(E)\,[L(E-c)-L(E+c)]\,dE .
\]

For \(c>0\) and \(E>0\) we have \(|E-c|<E+c\), so the bracket is positive, while \(w'(E)<0\). Hence \(F'(c)<0\). Since \(F\) is even, the current falls strictly as the level moves away from the window centre on either side.

At \(+V\) this distance is \(|\varepsilon_0+\eta u|\). At \(-V\) the magnitude of the window function is the same and the distance is \(|\varepsilon_0-\eta u|\). Their squares differ by

\[
(\varepsilon_0+\eta u)^2-(\varepsilon_0-\eta u)^2=4\varepsilon_0\eta u ,
\]

which vanishes when \(\varepsilon_0\eta=0\) and otherwise has the sign of \(\varepsilon_0\eta\). This proves both parts. \(\square\)

Pinning is thus not sufficient: a level at the Fermi energy, \(\varepsilon_0=0\), gives equal magnitudes even when pinned. Nor are unequal couplings sufficient, since \(\Gamma_L\) and \(\Gamma_R\) enter \(L\) through their product and sum, which bias reversal leaves unchanged. Changing the signs of both \(\eta\) and \(V\) leaves \(\varepsilon\) fixed and exchanges the Fermi functions, so

\[
I_\eta(V)=-I_{-\eta}(-V).
\]

This is why pinning to the other contact inverts \(R\).

## Small and large bias

**Small bias.** For a rigid shift, \(T(E,V)=T_0(E-\eta u)=T_0-\eta uT_0'+O(u^2)\). The window is odd in \(u\), \(w=-uf_0'+O(u^3)\), where \(f_0\) is the equilibrium Fermi function. Multiplying,

\[
I=\frac eh\left[u\int T_0(-f_0')\,dE-\eta u^2\int T_0'(-f_0')\,dE+O(u^3)\right].
\]

The slope of \(T_0\) at the Fermi energy supplies one factor of the leading asymmetry; \(\eta\) supplies the other and is not contained in \(T_0\). To this order,

\[
\frac{|I(-V)|-|I(V)|}{|I(-V)|+|I(V)|}
=\eta u\,\frac{\int T_0'(-f_0')\,dE}{\int T_0(-f_0')\,dE}.
\]

Far from the peak \(T_0\propto(E-\varepsilon_0)^{-2}\), so \(T_0'/T_0=2/\varepsilon_0\) at \(E=0\). For \(\eta=\tfrac12\) and 50 mV the asymmetry is then about \(0.05/0.45=0.11\). With the thermal averages the formula gives 0.1151, equal to the full result at the digits shown.

**Large bias.** Let \(\eta=\tfrac12\) and \(\varepsilon_0>0\), with \(\varepsilon_0\) and \(|u|-\varepsilon_0\) both much larger than \(\Gamma\) and \(k_BT_{\rm K}\). The conducting bracket approaches \(\pi\) in magnitude. The blocked one is

\[
\frac\Gamma2\left(\frac1{\varepsilon_0}-\frac1{\varepsilon_0+|u|}\right)
=\frac{\Gamma|u|}{2\varepsilon_0(\varepsilon_0+|u|)},
\]

and therefore

\[
R\approx\frac{2\pi\varepsilon_0(\varepsilon_0+|u|)}{\Gamma|u|}. \tag{4}
\]

At 1 V this is \(2\pi(0.45)(1.45)/0.040=102.5\), about 4% above the full 98.3. It also explains the decline of \(R\) beyond 0.6 V in the table: the conducting current has nearly saturated while the tail current still grows.

Equation (4) fails for a very narrow level, because it omits thermal occupation. When \(\Gamma\to0\), the current measures \(f_L-f_R\) at the level itself. For \(\varepsilon_0\gg k_BT_{\rm K}\) and large bias this is about \(e^{-\varepsilon_0/k_BT_{\rm K}}\) in the blocked direction and 1 in the other, so \(R\) tends to \(e^{\varepsilon_0/k_BT_{\rm K}}\) instead of diverging.

## Leads of finite bandwidth

If the bands move with their contacts, \(\Sigma_L\) and \(\Sigma_R\) depend on \(E-u/2\) and \(E+u/2\). The transmission then changes with bias even for \(\eta=0\). For \(\eta=0\), identical chains and equal couplings, reversal merely exchanges the two self-energies; their sum and the product \(\Gamma_L\Gamma_R\) survive, and the current is odd. With unequal couplings the sum changes, and a residual rectification is possible.

A time-dependent calculation with unequal couplings shows the rectification by a moving level, and the residual rectification at \(\eta=0\), without assuming the Landauer formula. Two 200-site chains, filled separately, are joined to an empty level, and the transferred charge is followed between times 60 and 140. In units \(t=\hbar=1\) the largest velocity is 2, so reflections from the far ends return at time 200. With \(\varepsilon_0=0.5\), \(|u|=1\), \(k_BT_{\rm K}=0.05\), \(\tau_L^2=0.16\) and \(\tau_R^2=0.09\), the ratios are

\[
R=8.44\ (\eta=\tfrac12),\qquad 0.923\ (\eta=0),\qquad 0.110\ (\eta=-\tfrac12).
\]

All six currents passed a test of agreement with the Landauer integral to within 1% of its value. Everything but \(\eta\) is held fixed here, so the reversal of the diode is due to the motion of the level. The midway value differs from 1 by about 8%; the theorem does not cover this case, because its couplings depend on energy and bias.

## The model beside a real junction

Volt-scale bias, a sub-nanometre gap and currents from picoamperes to nanoamperes are ordinary in tunnelling microscopy. The real device departs from the model in several ways, sized here at 1 V from rough inputs, one at a time, against \(R=98.3\):

- **Incomplete pinning, \(R=75.0\).** A 0.3 nm molecular layer of permittivity 3 counts as 0.1 nm of vacuum beside the 0.5 nm gap. Half of it lies between surface and level, so \(\eta=0.5-0.05/0.6=0.417\).
- **Tip barrier, \(R=69.5\).** \(\Gamma_R\) varies as \(e^{-2\kappa d}\), with \(d\) the gap and \(\kappa\) set by the mean of the barrier heights at the level and at the tip, measured from the electron energy, for a work function of 4.5 eV. At resonance in the conducting polarity this barrier is 4.55 eV, against 4.05 eV at zero bias.
- **Second orbital at −1.6 eV, \(R=58.8\).** With equal couplings and no interference, its tail adds \((1/0.6-1/1.6)/(1/0.45-1/1.45)=0.68\) of the blocked current. Interference can matter more than the tail itself: if both orbitals couple to one shared channel in each contact, \(R\) becomes about 300 when their relative coupling sign is the same at both contacts, and about 33 when it is opposite.
- **Slow vibrations, \(R=89.3\).** A reorganization energy \(\lambda=0.2\) eV spreads the level by \(\sqrt{2\lambda k_BT_{\rm K}}=102\) meV, treated as a static Gaussian.
- **Direct tunnelling from tip to surface, \(R=93.4\).** One channel per spin is added, with transmission \(e^{-2\kappa s}\) across \(s=0.8\) nm, the gap plus the layer treated as vacuum. The number of channels matters: ten of them would give \(R\approx65\).

Together these five raise the blocked current to about 80 pA, lower the conducting one to about 2.7 nA, and leave \(R\) near 30. Without interference between the orbitals, the ideal ratio is thus too large by a factor of about three for the parameters chosen here. With the shared channels described above, the five effects together give about 75 or 21 instead, depending on the coupling signs. The direction of rectification survives in all these cases. A lead band of half-width 5 eV changes the ideal \(R\) only to 99.3 if the Fermi energy lies at the band centre. With the centres of both lead bands 2.5 eV below or above the Fermi energy, and the couplings at the Fermi energy unchanged, \(R\) is 118 or 84.5. Nearly all of this change comes from the tip band: shifting the surface band alone gives 99.0 or 100.1.

For the inputs chosen here, a fivefold broader level changes \(R\) more than any single correction above. By equation (4) the ideal ratio falls roughly as \(1/\Gamma\), and a molecule lying directly on a metal can have a much broader level than assumed here: \(\Gamma_L=200\) meV gives an ideal \(R\) of only 18.0.

Charging is small because the level empties into the surface far faster than the tip fills it: at −1 V its occupation rises by \(4.9\times10^{-4}\) electrons, and a charging energy of 1 eV gives a mean-field shift of about 0.5 meV. With comparable couplings this argument would fail, and the level position would have to be found self-consistently. The gap field is 16.7 MV/cm, so a bias-induced change of the molecule's geometry is a further possibility left out here.

With a tip polarization that does not depend on energy, as assumed here, the spin polarization of the current is 0.400 at both polarities. For \(\Gamma_R\ll\Gamma_L\) each spin current is then proportional to its own tip coupling, so pinning rectifies charge and spin currents alike without changing their ratio. In a real tip the polarization varies with energy. One polarity draws on occupied tip states and the other on empty ones, so the two current polarizations can differ.

For a transport calculation the consequence is definite. Either \(T(E,V)\) is computed at each bias with the potential that belongs to it, or, if a rigid shift is adequate, \(T_0\) is supplemented by a separately justified \(\eta\). The numerical output below gives the main values used here; those for interfering orbitals, ten direct channels, off-centre lead bands and a broader level are additional estimates.

## Values computed for the example and the checks

```
Temperature 300 K, kT = 25.85 meV
Level eps0 = 0.45 eV; Gamma_L = 40 meV; mean Gamma_R = 0.010 meV; tip polarization 0.4
Ratio R = |I(-V)|/|I(+V)| throughout; eV = mu_L - mu_R
V (V) | frozen T, symmetric: |I| (pA) | pinned to L: I(+V), I(-V) (pA), R
0.2 | 33.44 | 21.691, -59.57, 2.75
0.4 | 81.26 | 33.043, -982.67, 29.74
0.6 | 201.94 | 40.037, -4553.83, 113.74
0.8 | 1015.71 | 44.783, -4707.06, 105.11
1.0 | 3781.88 | 48.215, -4740.50, 98.32
1.2 | 4593.87 | 50.812, -4755.77, 93.60
Same frozen T at 1.0 V, three window placements:
  symmetric: R = 1.00000
  L grounded: R = 98.32083
  R grounded: R = 0.01017
Level pinned to R at 1.0 V: R = 0.01017
Large-bias estimate of R at 1.0 V: 102.5
Asymmetry (|I-|-|I+|)/(|I-|+|I+|) at 50 mV: 0.1151; small-bias law 0.1151
Current spin polarization at +1.0 V: 0.4000
Current spin polarization at -1.0 V: 0.3999
Chain dynamics (hopping = hbar = 1): level 0.5, |u| = 1, kT = 0.05,
  squared couplings L 0.16, R 0.09
  eta = +0.5: I(+) = 0.01004, I(-) = -0.08471, R = 8.441
  eta = +0.0: I(+) = 0.04510, I(-) = -0.04162, R = 0.923
  eta = -0.5: I(+) = 0.08471, I(-) = -0.00930, R = 0.110
Neglected effects, inputs: work function 4.5 eV, gap 0.5 nm,
  layer 0.3 nm, permittivity 3, second orbital -1.6 eV,
  reorganization 0.2 eV, band half-width 5 eV, U = 1 eV
  eta with incomplete pinning 0.4167; vibration width 102 meV
R at 1.0 V, ideal pinned model: 98.3
  with incomplete pinning: R = 75.0
  with tip barrier varies with E and V: R = 69.5
  with second orbital: R = 58.8
  with direct vacuum tunnelling: R = 93.4
  with slow vibrations: R = 89.3
  with finite lead band: R = 99.3
First five together: I(+V) = 83.29 pA, I(-V) = -2721.0 pA, R = 32.7
Occupation change at -1.0 V: 4.87e-04 electrons; charging shift 0.487 meV
Field in the gap at 1.0 V: 16.7 MV/cm
```
